**Soliton-lattice unwinding in a monoaxial chiral magnet**

The program tests \(B_c=(\pi^2/16)B_{\rm cone}\), where \(B_{\rm cone}=D^2/(2AM)\), \(A\) is exchange stiffness, \(D\) chiral coupling and \(M\) magnetization. It relaxes unrestricted three-component textures and asserts the cone angle and saturation, the lattice period, energy and magnetization at \(B=0.5B_{\rm cone}\), and the field where one soliton costs no energy. That field comes out as 0.616850 \(B_{\rm cone}\), equal to the formula at the printed precision. A lower bound on the energy density is asserted at eleven fields on a grid over the hemisphere \(m_z\ge0\), to which the other is equivalent by symmetry; its smallest margin, \(-2\times10^{-10}\,Aq_0^2\) with \(q_0=D/(2A)\), is zero within the differencing error. The planar soliton becomes unstable to tilting at 1.3333 \(B_{\rm cone}\). At 1.1 times that field, relaxation lowers its energy from 6.81 to 0.018 \(Aq_0\); the small remainder above the uniform state is not explained by the output. The tilt eigenvalue printed at \(B_c\), 1.0833, belongs to a finite interval, whereas the continuum of an infinite line starts at 1. The example gives 0.182 T for unwinding and 0.295 T for conical saturation without anisotropy, then sizes anisotropy, demagnetization, layering and thermal magnons.

## Program and output

```python
"""
Monoaxial chiral magnet: the soliton lattice in a perpendicular field B
unwinds at B_c = (pi^2/16) B_cone, with B_cone = D^2/(2 A M).
A: exchange stiffness, D: chiral coupling along z, M: magnetization,
q0 = D/(2A), h = B/B_cone, m: unit magnetization vector.
Reduced units: length 1/q0, energy density A q0^2, area energy A q0.
Reduced density: |m'|^2 - 2 z.(m x m') + 2h(1 - n.m) + ka m_z^2,
where n is the field direction and ka = K/(A q0^2) is easy-plane anisotropy.
The lattice has elliptic modulus k, first-integral constant kappa, period L.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import ellipe, ellipeinc, ellipk

H_CRIT = np.pi**2 / 16


def derivative_matrix(n, length):
    """Fourier differentiation on an odd number of periodic points."""
    d = np.arange(n)[:, None] - np.arange(n)[None, :]
    out = np.zeros((n, n))
    off = d != 0
    out[off] = 0.5 * (-1.0)**d[off] / np.sin(np.pi * d[off] / n)
    return out * 2 * np.pi / length


def relax(start, length, field, ka=0.0):
    """Minimize the energy of a periodic three-component texture m(z)."""
    n = start.shape[1]
    deriv = derivative_matrix(n, length)
    dz = length / n
    f = np.array(field, dtype=float)
    strength = np.linalg.norm(f)

    def objective(flat):
        v = flat.reshape(3, n)
        norm = np.linalg.norm(v, axis=0)
        m = v / norm
        dm = m @ deriv.T
        density = ((dm**2).sum(axis=0) - 2 * (m[0]*dm[1] - m[1]*dm[0])
                   + 2 * (strength - f @ m) + ka * m[2]**2)
        g = -2 * dm @ deriv.T - 2 * f[:, None]
        g[0] -= 4 * dm[1]
        g[1] += 4 * dm[0]
        g[2] += 2 * ka * m[2]
        g = (g - m * (m * g).sum(axis=0)) / norm
        return density.sum() * dz, g.ravel() * dz

    res = minimize(objective, start.ravel(), jac=True, method="L-BFGS-B",
                   options=dict(maxiter=4000, maxfun=8000, ftol=1e-14,
                                gtol=1e-7, maxcor=20))
    v = res.x.reshape(3, n)
    return res.fun, v / np.linalg.norm(v, axis=0)


def helix_start(n, tilt):
    phi = 2 * np.pi * np.arange(n) / n
    return np.array([np.cos(phi), np.sin(phi), tilt + 0.05*np.cos(phi)])


def soliton_start(n, length, tilt):
    z = (np.arange(n) - n // 2) * length / n
    phi = 4 * np.arctan(np.exp(z))
    return np.array([np.cos(phi), np.sin(phi), tilt / np.cosh(z)])


def lattice_from_parameter(k2):
    """Return h, kappa, reduced period and mean m along the field."""
    h = np.pi**2 * k2 / (16 * ellipe(k2)**2)
    kappa = 4 * h * (1 / k2 - 1)
    period = 8 * ellipk(k2) * ellipe(k2) / np.pi
    mean_m = 1 - (2 * np.pi / period - kappa) / (2 * h)
    return h, kappa, period, mean_m


def lattice_at_field(h):
    k2 = brentq(lambda x: lattice_from_parameter(x)[0] - h,
                1e-8, 1 - 1e-12, xtol=1e-14)
    return lattice_from_parameter(k2)


# Axial field: cone opening and saturation, also with anisotropy
cone_results = []
for h_axis, ka_test, expected in [(0.6, 0, 0.6), (1.05, 0, 1.0),
                                  (0.6, 0.5, 0.4)]:
    _, m_cone = relax(helix_start(33, 0.3), 2*np.pi,
                      [0, 0, h_axis], ka_test)
    cone_results.append(m_cone[2].mean())
    assert abs(cone_results[-1] - expected) < 2e-4

# Lattice below the critical field, period and texture both free
h_test = 0.5
_, kappa_test, period_test, mean_test = lattice_at_field(h_test)


def mean_energy(length):
    return relax(helix_start(49, 0.1), length, [h_test, 0, 0])[0] / length


best = minimize_scalar(mean_energy, bounds=(5.8, 10.5), method="bounded",
                       options=dict(xatol=1e-5))
_, m_best = relax(helix_start(49, 0.1), best.x, [h_test, 0, 0])
assert abs(best.fun + kappa_test) < 1e-5
assert abs(best.x - period_test) < 5e-3
assert abs(m_best[0].mean() - mean_test) < 2e-3
assert np.max(np.abs(m_best[2])) < 1e-3

# Field at which the energy of one relaxed soliton vanishes
BOX, POINTS = 20.0, 101


def soliton_energy(h):
    return relax(soliton_start(POINTS, BOX, 0.1), BOX, [h, 0, 0])[0]


h_numeric = brentq(soliton_energy, 0.52, 0.72, xtol=1e-6)
assert abs(h_numeric - H_CRIT) < 1e-4
assert abs(soliton_energy(0.55) - (16*np.sqrt(0.55) - 4*np.pi)) < 1e-3

# Random textures just above the critical field never beat uniform order
rng = np.random.default_rng(4)
angle = 2 * np.pi * np.arange(POINTS) / POINTS
random_energies = []
for _ in range(5):
    v0 = rng.normal(size=(3, 1)) + sum(
        rng.normal(size=(3, 1))*np.cos(j*angle)
        + rng.normal(size=(3, 1))*np.sin(j*angle) for j in (1, 2, 3))
    random_energies.append(relax(v0, BOX, [1.02*H_CRIT, 0, 0])[0])
assert min(random_energies) > -1e-6

# Pointwise lower bound: w + kappa - dG/dz >= 0 for every m and m'.
# The minimum over m' is exact; G is differentiated numerically.
theta, phi = np.meshgrid(np.linspace(0.01, np.pi/2, 90),
                         np.linspace(0.01, 2*np.pi - 0.01, 241),
                         indexing="ij")
m_grid = np.array([np.sin(theta)*np.cos(phi),
                   np.sin(theta)*np.sin(phi), np.cos(theta)])
e_theta = np.array([np.cos(theta)*np.cos(phi),
                    np.cos(theta)*np.sin(phi), -np.sin(theta)])
e_phi = np.array([-np.sin(phi), np.cos(phi), np.zeros_like(phi)])
bound_min, equator_error = np.inf, 0.0
for k2 in [0.02, 0.1, 0.3, 0.5, 0.7, 0.9, 0.97, 0.99, 0.999, 0.99999, 1.0]:
    h = np.pi**2 * k2 / (16 * ellipe(k2)**2)
    kappa = 4 * h * (1 / k2 - 1)

    def boundary_function(m):
        a = np.arctan2(m[1], m[0]) % (2*np.pi)
        gamma = (4*np.sqrt(h/k2) * (ellipeinc(a/2 - np.pi/2, k2)
                                    + ellipe(k2)) - a)
        return 2 * np.hypot(m[0], m[1]) * gamma

    eps = 1e-5
    slopes = [(boundary_function(m_grid + eps*e)
               - boundary_function(m_grid - eps*e)) / (2*eps)
              for e in (e_theta, e_phi)]
    margin = (2*h*(1 - m_grid[0]) + kappa
              - (slopes[0]**2 + (slopes[1] + 2*np.sin(theta))**2) / 4)
    bound_min = min(bound_min, margin.min())
    equator_error = max(equator_error, np.abs(margin[-1]).max())
# Differencing near the pole limits the accuracy to about 1e-6.
assert bound_min > -1e-5
assert equator_error < 1e-6


# Tilt instability of an isolated planar soliton
def lowest_tilt_mode(h, ka=0.0):
    u = np.linspace(-14, 14, 1401)
    du = u[1] - u[0]
    sech = 1 / np.cosh(u)
    potential = 1 + ka/h - 6*sech**2 + 4*sech/np.sqrt(h)
    return eigh_tridiagonal(2/du**2 + potential,
                            -np.ones(len(u)-1)/du**2, eigvals_only=True,
                            select="i", select_range=(0, 0))[0]


h_tilt = brentq(lowest_tilt_mode, 0.7, 5)
assert lowest_tilt_mode(H_CRIT) > 0 and h_tilt > H_CRIT
h_low, h_high = 0.9*h_tilt, 1.1*h_tilt
energy_low, m_low = relax(soliton_start(POINTS, BOX, 0.01), BOX,
                          [h_low, 0, 0])
energy_high, _ = relax(soliton_start(POINTS, BOX, 0.01), BOX,
                       [h_high, 0, 0])
planar_high = 16*np.sqrt(h_high) - 4*np.pi
assert abs(energy_low - (16*np.sqrt(h_low) - 4*np.pi)) < 1e-3
assert np.max(np.abs(m_low[2])) < 1e-3
assert energy_high < planar_high - 1e-3

# Example: rough low-temperature values in the CrNb3S6 regime
period0 = 50e-9
stiffness = 1.4e-12
magnetization = 1.5e5
anisotropy = 1.0e5
layer = 0.6e-9
temperature = 10.0
q0 = 2*np.pi / period0
chiral = 2 * stiffness * q0
b_cone = chiral**2 / (2*stiffness*magnetization)
b_crit = H_CRIT * b_cone
ka_real = anisotropy / (stiffness*q0**2)
b_axis_real = b_cone * (1 + ka_real)
h_tilt_real = brentq(lambda h: lowest_tilt_mode(h, ka_real), 0.7, 40)
demag = const.mu_0 * magnetization

# Layering: saturation from the softest magnon of a discrete spin chain
turn = q0 * layer
wave = np.linspace(0, 2*turn, 20001)
discrete = 2*np.max(np.cos(wave) - 1 + np.tan(turn)*np.sin(wave))
layer_shift = discrete / turn**2 - 1

# Thermal magnons: isotropic quadratic dispersion without a gap, g = 2
mu_b = const.physical_constants["Bohr magneton"][0]
magnon_stiffness = 4*stiffness*mu_b/magnetization
bose = quad(lambda x: x*x/np.expm1(x*x), 1e-8, 12)[0]
magnon_density = ((const.k*temperature/magnon_stiffness)**1.5
                  * bose / (2*np.pi**2))
thermal_loss = 2*mu_b*magnon_density/magnetization

print(f"Critical ratio, formula: {H_CRIT:.6f}")
print(f"Critical ratio, relaxed soliton: {h_numeric:.6f}")
print(f"Cone m_z at h=0.6: {cone_results[0]:.5f}")
print(f"Cone m_z at h=1.05: {cone_results[1]:.5f}")
print(f"Cone m_z at h=0.6, ka=0.5: {cone_results[2]:.5f}")
print(f"Lattice h=0.5, L/L0 formula: {period_test/(2*np.pi):.5f}")
print(f"Lattice h=0.5, L/L0 relaxed: {best.x/(2*np.pi):.5f}")
print(f"Lattice h=0.5, energy formula: {-kappa_test:.6f} A q0^2")
print(f"Lattice h=0.5, energy relaxed: {best.fun:.6f} A q0^2")
print(f"Lattice h=0.5, mean m formula: {mean_test:.5f}")
print(f"Lattice h=0.5, mean m relaxed: {m_best[0].mean():.5f}")
print(f"Lowest random energy at 1.02 B_c: {min(random_energies):.2e} A q0")
print(f"Smallest lower-bound margin: {bound_min:.2e} A q0^2")
print(f"Tilt eigenvalue at B_c: {lowest_tilt_mode(H_CRIT):.4f}")
print(f"Planar soliton tilt limit B/B_cone: {h_tilt:.4f}")
print(f"Energy at 1.1 tilt limit, planar: {planar_high:.4f} A q0")
print(f"Energy at 1.1 tilt limit, relaxed: {energy_high:.4f} A q0")
print(f"Input zero-field period: {period0*1e9:.1f} nm")
print(f"Input exchange stiffness: {stiffness*1e12:.2f} pJ/m")
print(f"Input magnetization: {magnetization/1e3:.1f} kA/m")
print(f"Wave number q0: {q0*1e-9:.5f} 1/nm")
print(f"Chiral coupling D: {chiral*1e3:.4f} mJ/m2")
print(f"Conical saturation without anisotropy: {b_cone:.4f} T")
print(f"Perpendicular critical field: {b_crit:.4f} T")
print(f"Soliton length 1/(q0 sqrt(h_c)): {4e9/(np.pi*q0):.2f} nm")
for fraction in [0.25, 0.5, 0.75, 0.9, 0.99, 0.999]:
    _, _, reduced_period, average = lattice_at_field(fraction*H_CRIT)
    print(f"B/B_c={fraction:.3f}: B={fraction*b_crit:.4f} T, "
          f"L={reduced_period/q0*1e9:.2f} nm, mean m={average:.4f}")
wall = (16*np.sqrt(0.5*H_CRIT) - 4*np.pi)*stiffness*q0
print(f"Isolated soliton energy at B_c/2: {wall*1e3:.4f} mJ/m2")
print(f"Input easy-plane anisotropy: {anisotropy/1e3:.1f} kJ/m3")
print(f"Anisotropy ratio K/(A q0^2): {ka_real:.3f}")
print(f"Axial saturation with anisotropy: {b_axis_real:.4f} T")
print(f"B_c / axial saturation with anisotropy: {b_crit/b_axis_real:.4f}")
print(f"Tilt limit without anisotropy: {h_tilt*b_cone:.4f} T")
print(f"Tilt limit with anisotropy: {h_tilt_real*b_cone:.4f} T")
print(f"Full demagnetizing scale mu0 M: {demag:.4f} T")
print(f"Sphere demagnetizing shift at saturation: {demag/3:.4f} T")
print(f"Input layer spacing: {layer*1e9:.2f} nm")
print(f"Turn angle per layer: {np.degrees(turn):.3f} degrees")
print(f"Layering shift of cone saturation: {100*layer_shift:.3f} percent")
print(f"Input temperature: {temperature:.1f} K")
print(f"Thermal magnetization loss: {100*thermal_loss:.3f} percent")
print("checks complete")
```

Running it gives:

```
Critical ratio, formula: 0.616850
Critical ratio, relaxed soliton: 0.616850
Cone m_z at h=0.6: 0.60000
Cone m_z at h=1.05: 1.00000
Cone m_z at h=0.6, ka=0.5: 0.40000
Lattice h=0.5, L/L0 formula: 1.21266
Lattice h=0.5, L/L0 relaxed: 1.21266
Lattice h=0.5, energy formula: -0.138145 A q0^2
Lattice h=0.5, energy relaxed: -0.138145 A q0^2
Lattice h=0.5, mean m formula: 0.31351
Lattice h=0.5, mean m relaxed: 0.31351
Lowest random energy at 1.02 B_c: 8.36e-08 A q0
Smallest lower-bound margin: -2.08e-10 A q0^2
Tilt eigenvalue at B_c: 1.0833
Planar soliton tilt limit B/B_cone: 1.3333
Energy at 1.1 tilt limit, planar: 6.8103 A q0
Energy at 1.1 tilt limit, relaxed: 0.0184 A q0
Input zero-field period: 50.0 nm
Input exchange stiffness: 1.40 pJ/m
Input magnetization: 150.0 kA/m
Wave number q0: 0.12566 1/nm
Chiral coupling D: 0.3519 mJ/m2
Conical saturation without anisotropy: 0.2948 T
Perpendicular critical field: 0.1818 T
Soliton length 1/(q0 sqrt(h_c)): 10.13 nm
B/B_c=0.250: B=0.0455 T, L=50.62 nm, mean m=0.0783
B/B_c=0.500: B=0.0909 T, L=52.77 nm, mean m=0.1648
B/B_c=0.750: B=0.1364 T, L=58.14 nm, mean m=0.2769
B/B_c=0.900: B=0.1636 T, L=66.81 nm, mean m=0.3855
B/B_c=0.990: B=0.1800 T, L=91.38 nm, mean m=0.5560
B/B_c=0.999: B=0.1816 T, L=116.71 nm, mean m=0.6527
Isolated soliton energy at B_c/2: -0.6475 mJ/m2
Input easy-plane anisotropy: 100.0 kJ/m3
Anisotropy ratio K/(A q0^2): 4.523
Axial saturation with anisotropy: 1.6281 T
B_c / axial saturation with anisotropy: 0.1117
Tilt limit without anisotropy: 0.3930 T
Tilt limit with anisotropy: 1.1122 T
Full demagnetizing scale mu0 M: 0.1885 T
Sphere demagnetizing shift at saturation: 0.0628 T
Input layer spacing: 0.60 nm
Turn angle per layer: 4.320 degrees
Layering shift of cone saturation: 0.237 percent
Input temperature: 10.0 K
Thermal magnetization loss: 0.183 percent
checks complete
```
